# Electron–positron annihilation into a pair of charged scalars

## Question

I am trying to compute $e^+e^-\to\phi^+\phi^-$ at lowest order, where $\phi^\pm$ are point-like particles of charge $\pm1$ and spin zero. Three things have me stuck.

1. The final particles have no spin and the beams are unpolarized, so I expected an isotropic distribution. Is that right, and if not, what is the angular distribution?
2. What is the total cross section, including its dependence on the speed of the scalars?
3. How does it compare with $e^+e^-\to\mu^+\mu^-$ at high energy? A muon pair has four spin states and a scalar pair has one. Does counting them settle the ratio?

I would like to see the factors of 2 and $\pi$ appear, preferably without a page of gamma-matrix traces.

## Answer

For moving electrons the distribution is not isotropic. A fast electron and positron annihilate almost only in states with angular momentum $\pm1$ about the beam, and the scalars must carry it away as orbital motion. Isotropy is approached only as the electron speed goes to zero, when all three projections contribute equally. In the centre-of-mass frame the calculation reduces to the scalar product of two ordinary vectors, one current for each pair.

I use atomic units in their Gaussian form, $\hbar=m_e=e=1$ and $c=1/\alpha$. The total energy is $W$, so each particle has energy $E=W/2$. The electron has mass $m$ and speed $\beta_e c$; the scalar has mass $M$ and speed $\beta c$. States are normalized to one particle in unit volume. Overall signs of amplitudes are dropped, since only $|T|^2$ is needed.

### The current that creates the scalars

For a scalar field of charge $+1$ in potentials $\Phi,\mathbf A$, minimal coupling gives

$$
\mathcal L=|(\partial_t+i\Phi)\phi|^2-c^2\left|\left(\nabla-\tfrac{i}{c}\mathbf A\right)\phi\right|^2-M^2c^4|\phi|^2 .
$$

The terms linear in the potentials must have the form $-\rho\Phi+\mathbf j\cdot\mathbf A/c$. Multiplying out the squares gives

$$
\rho=i(\phi^*\partial_t\phi-\phi\,\partial_t\phi^*),\qquad
\mathbf j=-ic^2(\phi^*\nabla\phi-\phi\nabla\phi^*).
$$

A single particle $\phi=Ne^{-iEt}$ has $\rho=2EN^2$. Unit charge in unit volume therefore requires $N=1/\sqrt{2E}$.

To create a pair, $\phi^*$ supplies the positive particle with the factor $Ne^{-i\mathbf k_1\cdot\mathbf r}$, and $\phi$ supplies the negative one with $Ne^{-i\mathbf k_2\cdot\mathbf r}$. Apart from the common plane wave,

$$
\mathbf j_f=-ic^2N^2(-i\mathbf k_2+i\mathbf k_1)=\frac{c^2(\mathbf k_1-\mathbf k_2)}{2E}.
$$

With $\mathbf k_1=-\mathbf k_2=\mathbf k$ this is $c^2\mathbf k/E$, the velocity of the particle:

$$
\mathbf j_f=\beta c\,\hat{\mathbf k}.
$$

The Lagrangian also contains the terms $(\Phi^2-A^2)|\phi|^2$. They are quadratic in the potentials, so they involve two photons and do not enter at this order.

### Exchange of one photon

Let the total momentum be a small $\mathbf q$, and let it go to zero at the end. Charge conservation gives $\rho=\mathbf q\cdot\mathbf j/W$ for each pair, so the Coulomb interaction contributes

$$
\frac{4\pi\rho_e\rho_f}{q^2}=\frac{4\pi(\hat{\mathbf q}\cdot\mathbf j_e)(\hat{\mathbf q}\cdot\mathbf j_f)}{W^2}.
$$

This is the part along $\hat{\mathbf q}$. The transverse part comes from photons of frequency $\omega=cq$, coupled through $-\mathbf j\cdot\mathbf A/c$. Write one mode of the field as its polarization vector times $A_0(b\,e^{i\mathbf q\cdot\mathbf r}+b^\dagger e^{-i\mathbf q\cdot\mathbf r})$, where $b$ removes a photon and $b^\dagger$ adds one. Its zero-point energy is $(\omega A_0/c)^2/4\pi=\omega/2$, so $A_0^2=2\pi c^2/\omega$.

There are two time orders. If the electron pair annihilates first, the intermediate energy is $\omega$ and the energy denominator is $W-\omega$. If the scalars and the photon appear first, the intermediate energy is $2W+\omega$ and the denominator is $-(W+\omega)$. Together they give

$$
\frac{2\pi}{\omega}\left[\frac1{W-\omega}-\frac1{W+\omega}\right]\mathbf j_e^{\perp}\cdot\mathbf j_f^{\perp}
=\frac{4\pi}{W^2-\omega^2}\,\mathbf j_e^{\perp}\cdot\mathbf j_f^{\perp}.
$$

As $\omega\to0$ the coefficient becomes $4\pi/W^2$, the same as in the Coulomb part. The two parts combine into a full scalar product:

$$
T=\frac{4\pi}{W^2}\,\mathbf j_e\cdot\mathbf j_f .
$$

### The current of the annihilating electrons

Let the electron move along $+z$ with momentum $\mathbf p$. A positron of momentum $-\mathbf p$ is a missing negative-energy electron of momentum $+\mathbf p$. Annihilation is thus a transition from a positive-energy spinor $u$ to a negative-energy spinor $w$ at the same momentum. The Dirac current is $c\boldsymbol\alpha$, so

$$
\mathbf j_e=c\,\mathbf a,\qquad \mathbf a=w^\dagger\boldsymbol\alpha u .
$$

Write $B$ for the Dirac mass matrix and $\gamma_e=1/\sqrt{1-\beta_e^2}$. The Hamiltonian divided by $E$ is

$$
h=\beta_e\alpha_z+B/\gamma_e,\qquad hu=u,\qquad hw=-w .
$$

It commutes with $\Sigma_z$, so $u$ and $w$ can be labelled by $\Sigma_z=\lambda=\pm1$. The matrices $\alpha_x,\alpha_y,\alpha_z,B$ anticommute with one another and each squares to one. That is enough to find $\mathbf a$.

**Different labels.** The matrix $\alpha_x$ anticommutes with $h$ and with $\Sigma_z$. It therefore turns $u_\lambda$ into a normalized state of negative energy and opposite spin, which is $w_{-\lambda}$ up to a phase. Hence $|a_x|=1$. From $\alpha_x\alpha_y=i\Sigma_z$ follows $\alpha_y=i\alpha_x\Sigma_z$, so $a_y=i\lambda a_x$. Since $\alpha_z$ commutes with $\Sigma_z$, it cannot connect different labels, and $a_z=0$. Up to a phase,

$$
\mathbf a=(1,\,i\lambda,\,0).
$$

**Equal labels.** Now only $a_z$ survives. From $\alpha_zh+h\alpha_z=2\beta_e$, the expectation value in $u$ is $u^\dagger\alpha_zu=\beta_e$. The state $\alpha_zu_\lambda$ has norm one and lies in the space spanned by $u_\lambda$ and $w_\lambda$, so

$$
|a_z|^2=1-\beta_e^2=1/\gamma_e^2 .
$$

A missing electron with label $\lambda$ is a positron with spin $-\lambda/2$ along $z$. Since it moves along $-z$, the sign of its helicity is $\lambda$. Different labels therefore mean opposite helicities, and equal labels mean equal helicities.

### The angular distribution

Inserting $\mathbf j_f=\beta c\hat{\mathbf k}$, with $\theta$ the angle between $\hat{\mathbf k}$ and the beam, gives for each spin combination

$$
\frac{|\mathbf j_e\cdot\mathbf j_f|^2}{c^4}=
\begin{cases}
\beta^2\sin^2\theta & \text{opposite helicities (two cases)},\\
\beta^2\cos^2\theta/\gamma_e^2 & \text{equal helicities (two cases)}.
\end{cases}
$$

This answers your first question. With opposite helicities, both spins point the same way along the beam, and the pair has angular momentum $\pm1$ about that axis. Two scalars flying apart along the beam have none about it, because $(\mathbf r\times\mathbf k)\cdot\hat{\mathbf k}=0$. The amplitude must vanish at $\theta=0$. Equal helicities have zero projection and do allow forward scalars, but their rate carries the factor $1/\gamma_e^2$, which is tiny for fast electrons.

The average over the four initial spin states, which I call $X$, is

$$
X=\frac{2\beta^2\sin^2\theta+2\beta^2(1-\beta_e^2)\cos^2\theta}{4}
=\frac{\beta^2}{2}\left(1-\beta_e^2\cos^2\theta\right).
$$

Next comes the golden rule. The rate per unit solid angle is $|T|^2$ times

$$
2\pi\int\frac{k^2dk}{(2\pi)^3}\,\delta(W-2E_k)
=\frac{1}{4\pi^2}\,\frac{kE}{2c^2}
=\frac{\beta W^2}{32\pi^2c^3}.
$$

Here $d(2E_k)/dk=2c^2k/E$ was used first, and then $k=\beta E/c$ and $E=W/2$. The colliding particles approach each other at $2\beta_ec$, which is the flux for unit densities. Dividing by it, with $|T|^2\to16\pi^2c^4X/W^4$,

$$
\frac{d\sigma}{d\Omega}
=\frac{1}{2\beta_ec}\,\frac{\beta W^2}{32\pi^2c^3}\,\frac{16\pi^2c^4X}{W^4}
=\frac{\beta X}{4\beta_eW^2}.
$$

For the scalars this becomes

$$
\frac{d\sigma}{d\Omega}=\frac{\beta^3}{8\beta_eW^2}\left(1-\beta_e^2\cos^2\theta\right)
\;\longrightarrow\;\frac{\beta^3\sin^2\theta}{8W^2}\qquad(W\gg2mc^2).
$$

### The total cross section

The average of $\cos^2\theta$ over all directions is $1/3$, so $\int(1-\beta_e^2\cos^2\theta)\,d\Omega=4\pi(3-\beta_e^2)/3$ and

$$
\sigma=\frac{\pi\beta^3(3-\beta_e^2)}{6\beta_eW^2}
\;\longrightarrow\;\frac{\pi\beta^3}{3W^2}=\frac{\pi\alpha^2\beta^3}{3s}\qquad(W\gg2mc^2).
$$

The last form uses the squared total four-momentum $s=(W/c)^2$, for which $\alpha^2/s=1/W^2$. One factor of $\beta$ comes from the density of final states. The other two come from the current, which is proportional to the velocity of the scalars.

### Comparison with muons

Creating a muon pair lifts a negative-energy muon to positive energy. Its current is $c$ times the complex conjugate of a vector like $\mathbf a$, now built around the axis $\hat{\mathbf k}$.

The sum of $a_ia_j^*$ over the four electron spin combinations is diagonal, with entries $2,\,2,\,2/\gamma_e^2$; the off-diagonal terms of the two opposite-helicity cases cancel. With $\mathbf n$ the beam direction, the sum is $2(\delta_{ij}-\beta_e^2n_in_j)$. Its average is one quarter of that. For the muons, of speed $\beta_\mu c$, all final spins are summed, which gives $2(\delta_{ij}-\beta_\mu^2\hat k_i\hat k_j)$. Contracting the two tensors,

$$
X_\mu=\sum_{ij}(\delta_{ij}-\beta_e^2n_in_j)(\delta_{ij}-\beta_\mu^2\hat k_i\hat k_j)
=3-\beta_e^2-\beta_\mu^2+\beta_e^2\beta_\mu^2\cos^2\theta .
$$

The flux and density of states are as before, with $\beta\to\beta_\mu$. Replacing $\cos^2\theta$ by $1/3$ turns $X_\mu$ into $(3-\beta_e^2)(3-\beta_\mu^2)/3$, so

$$
\sigma_\mu=4\pi\,\frac{\beta_\mu}{4\beta_eW^2}\,\frac{(3-\beta_e^2)(3-\beta_\mu^2)}{3}
=\frac{\pi\beta_\mu(3-\beta_e^2)(3-\beta_\mu^2)}{3\beta_eW^2}.
$$

When electrons and muons are both fast, this tends to $4\pi/(3W^2)$. If the scalar has the muon's mass, then $\beta_\mu=\beta$, the electron factors cancel, and

$$
R=\frac{\sigma}{\sigma_\mu}=\frac{\beta^2}{2(3-\beta^2)}\;\longrightarrow\;\frac14\qquad(\beta\to1).
$$

To see the approach to the limit, put $\beta^2=1-\epsilon$ with $\epsilon=(2Mc^2/W)^2$:

$$
R=\frac14\,\frac{1-\epsilon}{1+\epsilon/2}\approx\frac14\left(1-\frac32\epsilon\right).
$$

Counting spin states gives the right number for the wrong reason. At high energy the two equal-helicity muon states drop out, as they did for electrons. Each of the two that remain has a current with $|\mathbf a|^2=1+1=2$, whereas the scalar current has $|\hat{\mathbf k}|^2=1$. After integration over directions these squared lengths are what matters, so the ratio is $1:(2+2)$. At a fixed angle the ratio is generally different: for $\beta_e,\beta\to1$ it is $\sin^2\theta/[2(1+\cos^2\theta)]$, which is $0$ along the beam and $1/2$ at right angles to it.

### Numbers

Take a model scalar with the muon's rest energy, $1.05658\times10^8$ eV, so that the final states differ in spin but not in mass. At $W=10^9$ eV,

$$
\beta=\sqrt{1-(0.211316)^2}=0.97742,\qquad \beta^3=0.93377 .
$$

The atomic unit of energy times length is $14.39965$ eV Å, so

$$
\sigma=\frac{\pi}{3}(0.93377)\left(\frac{14.39965}{10^9}\right)^2\text{Å}^2
=2.0276\times10^{-16}\ \text{Å}^2,
$$

or $7.2405\times10^{-16}$ bohr². For muons the result is $8.6789\times10^{-16}$ Å², or $3.0993\times10^{-15}$ bohr². The ratio is $0.2336$, still below one quarter. These digits are those of the lowest-order formulas. Higher orders in $\alpha$ are enlarged by logarithms of $W/mc^2$. For photon emission from the beams the relevant parameter is $(2\alpha/\pi)\ln(W^2/m^2c^4)\approx0.07$ at this energy, and the sign and size of the change depend on how much radiated energy the measurement accepts. The cross sections fall by about 20 percent if photons are accepted only up to 1 percent of the beam energy, fall by about 10 percent if the limit is 10 percent, and rise by about 10 percent if all radiation is accepted. This is far more than the electron-mass effect noted below.

| $\theta$ | scalars (Å²/sr) | muons (Å²/sr) |
|---|---|---|
| 0° | $2.53\times10^{-23}$ | $1.013\times10^{-16}$ |
| 30° | $6.05\times10^{-18}$ | $8.92\times10^{-17}$ |
| 90° | $2.420\times10^{-17}$ | $5.29\times10^{-17}$ |

The scalar value at 30° is one quarter of that at 90°, as $\sin^2\theta$ requires. The forward value is not zero: it is the equal-helicity part, equal to the 90° value times $1-\beta_e^2=1.04\times10^{-6}$. The electron mass raises the total by the same relative amount, since $(3-\beta_e^2)/(2\beta_e)\approx1+(1-\beta_e^2)$.

| $W$ (eV) | $\beta$ | $R$ |
|---|---|---|
| $3\times10^8$ | 0.7098 | 0.1009 |
| $10^9$ | 0.9774 | 0.2336 |
| $10^{10}$ | 0.9998 | 0.2498 |

The numerical check checks these formulas by integrating the golden rule with numerically computed Dirac states, and checks the scalar result again with a covariant trace.

### Where the result stops holding

- **Slow electrons:** the full expressions in $\beta_e$ replace the $\sin^2\theta$ law and $\pi\beta^3/(3W^2)$. They in turn require $\beta_e\gg\alpha$, because the attraction between electron and positron, of strength $\alpha/\beta_e$, is left out. Slow electrons can create only scalars that are lighter than the electron or about equally heavy: for $M>m$, the condition $W\ge2Mc^2$ means $\beta_e\ge\sqrt{1-m^2/M^2}$.
- **Slow scalars:** their mutual attraction has strength $1/(\beta c)=\alpha/\beta$ in these units. One-photon exchange alone requires $\beta\gg\alpha$. The attraction raises the cross section by a relative amount of about $\pi\alpha/(2\beta)$, which is still about 17 percent at $\beta=10\alpha$.
- **Composite scalars:** a particle with internal structure has a form factor, which multiplies $\mathbf j_f$ and depends on $W$.
- **Hadronic resonances:** the virtual photon mixes with vector mesons, which is left out. Near the $\phi$ meson at $1.02\times10^9$ eV both cross sections change by about ten percent, and at the peaks of the $J/\psi$ ($3.1\times10^9$ eV) and the $\Upsilon$ (near $9.5\times10^9$ eV) they grow by factors of order a hundred. The factor is the same for muons and point-like scalars, so $R$ is not affected.
- **Very high energy:** exchange of the Z boson is left out, so $W$ must stay well below its rest energy, roughly $10^{11}$ eV.

## Calculated quantities

```
INPUTS
fine-structure constant = 0.00729735
electron rest energy = 510999.0 eV
muon (and model scalar) rest energy = 1.05658e+08 eV
hartree*bohr = 14.39965 eV angstrom
MAIN CASE
total energy W = 1.000e+09 eV
final speed/c, beta = 0.977418
beta^3 = 0.933771
1 - beta_e^2 = 1.0445e-06
scalar total, fast-electron law = 2.02756e-16 angstrom^2
same in atomic units = 7.24053e-16 bohr^2
scalar total, covariant trace = 2.02756e-16 angstrom^2
relative electron-mass effect = 1.044e-06
muon total = 8.67886e-16 angstrom^2
same in atomic units = 3.09928e-15 bohr^2
ratio scalar/muon, formula = 0.233620
ratio, golden rule = 0.233620
ANGLES: theta (deg), scalar, muon (angstrom^2/sr)
  0  2.5279e-23  1.0133e-16
 30  6.0506e-18  8.9233e-17
 60  1.8152e-17  6.5031e-17
 90  2.4202e-17  5.2929e-17
ENERGIES: W (eV), beta, scalar, muon (angstrom^2), ratio
3e+08  0.70981  8.6284e-16  8.5495e-15  0.10092
5e+08  0.90630  6.4656e-16  3.4299e-15  0.18851
1e+09  0.97742  2.0276e-16  8.6789e-16  0.23362
3e+09  0.99752  2.3947e-17  9.6504e-17  0.24814
1e+10  0.99978  2.1699e-18  8.6854e-18  0.24983
(1 - 4 ratio)/(2Mc^2/W)^2 at 1e10 eV = 1.4997
```
